# Flux sectors, soft photon clouds and the electron's missing mass eigenstate: a program that tests the result

```python
# Result under test: in the soft-photon (Bloch-Nordsieck) model, clouds of charges
# with velocities u and v differ by N = A*E1(mu/Lambda) photons, where
# A = (2 alpha/pi)(theta coth theta - 1) and theta is the relative rapidity.
# N diverges as mu -> 0: the far-flux profiles label different sectors, and in the
# sector of u an electron at rest has excess-mass density
# E^(A-1) exp(-E/Lambda) / (Gamma(A) Lambda^A), with no sharp-mass state.
# Symbols: mu infrared cutoff, Lambda ultraviolet scale, alpha fine-structure constant.
# Natural units hbar = c = 1; velocities are in units of c.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import exp1, gammainc, gammaln

alpha = const.fine_structure


def transverse_current(n, v):
    along = n @ v
    return (v - n * along[..., None]) / (1 - along)[..., None]


def sphere_grid(n_polar=80, n_azimuth=96):
    x, w = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    X, P = np.meshgrid(x, phi, indexing="ij")
    S = np.sqrt(1 - X**2)
    n = np.stack([S * np.cos(P), S * np.sin(P), X], axis=-1)
    weight = np.repeat(w[:, None], n_azimuth, axis=1) * 2 * np.pi / n_azimuth
    return n, weight


directions, solid_angle = sphere_grid()


def exponent_quadrature(v, u):
    d = transverse_current(directions, v) - transverse_current(directions, u)
    return alpha / (4 * np.pi**2) * np.sum(solid_angle * np.sum(d**2, axis=-1))


def exponent_formula(v, u):
    cosh = (1 - v @ u) / np.sqrt((1 - v @ v) * (1 - u @ u))
    theta = np.arccosh(cosh)
    return 2 * alpha / np.pi * (theta / np.tanh(theta) - 1)


rest = np.zeros(3)
u = np.array([0.0, 0.0, 0.6])
oblique = np.array([0.5, -0.2, 0.3])
for first, second in [(rest, u), (oblique, u), (oblique, -u)]:
    assert np.isclose(exponent_quadrature(first, second),
                      exponent_formula(first, second), rtol=1e-9)
A = exponent_formula(rest, u)

# One photon mode: diagonalize the driven oscillator and compare coherent-state laws.
dim = 70
lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
raising = lower.T
number = np.diag(np.arange(dim))
disp_u, disp_v, omega, time = 0.9, 0.2, 1.3, 2.1


def driven_mode(displacement):
    H = omega * number - omega * displacement * (lower + raising)
    energy, vectors = np.linalg.eigh(H)
    return H, energy[0], vectors[:, 0]


_, _, state_u = driven_mode(disp_u)
H_v, E_v, state_v = driven_mode(disp_v)
gap = disp_u - disp_v
assert np.isclose(E_v, -omega * disp_v**2, atol=1e-10)
assert np.isclose(abs(state_u @ state_v), np.exp(-gap**2 / 2), atol=1e-10)
survival = state_u @ expm(-1j * time * (H_v - E_v * np.eye(dim))) @ state_u
assert np.isclose(survival, np.exp(-gap**2 * (1 - np.exp(-1j * omega * time))),
                  atol=1e-9)
g = 0.4 - 0.3j
weyl = expm(g * raising - np.conj(g) * lower)
assert np.isclose(abs(state_u @ weyl @ state_v),
                  np.exp(-abs(disp_u - disp_v - g)**2 / 2), atol=1e-9)
quadrature = (lower + raising) / 2
mean_q = state_u @ quadrature @ state_u
var_q = state_u @ quadrature @ quadrature @ state_u - mean_q**2
assert np.isclose(mean_q, disp_u, atol=1e-9) and np.isclose(var_q, 0.25, atol=1e-9)

# Infrared logarithm, in units of Lambda.
mu_test = 1e-6
radial = quad(lambda x: np.exp(-np.exp(x)), np.log(mu_test), 4, limit=200)[0]
assert np.isclose(radial, exp1(mu_test), rtol=1e-9)
assert np.isclose(exp1(mu_test), -np.log(mu_test) - np.euler_gamma, atol=2e-6)


# A square-integrable displacement k^(-1) exp(-k/2) cannot shift the sector pointer.
def pointer_shift(mu, strength=0.3):
    top = quad(lambda y: 2 * np.exp(-y * y), np.sqrt(mu), 8)[0]
    return np.sqrt(strength) * top / (strength * exp1(mu))


assert pointer_shift(1e-200) < 0.02 * pointer_shift(1e-3)


# Radial field r^2 E_r in units e/(4 pi), from Coulomb part plus photon cloud.
# The charge of velocity u stops at the origin at t = 0; tau = t/r.
# smear = 1/(2 Lambda r) is small at large distance.
def field_from_cloud(n, velocity, tau, smear=1e-4):
    helper = np.array([1.0, 0, 0]) if abs(n[0]) < 0.8 else np.array([0, 1.0, 0])
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    lo, hi = np.arcsinh((-1 - tau) / smear), np.arcsinh((1 - tau) / smear)
    x, w = np.polynomial.legendre.leggauss(500)
    y = (hi + lo) / 2 + (hi - lo) / 2 * x
    w = w * (hi - lo) / 2
    s = np.clip(tau + smear * np.sinh(y), -1, 1)
    phi = 2 * np.pi * np.arange(96) / 96
    ring = np.cos(phi)[:, None] * e1 + np.sin(phi)[:, None] * e2
    k = s[:, None, None] * n + np.sqrt(1 - s**2)[:, None, None] * ring
    G = 2 * np.pi * np.mean(transverse_current(k, velocity) @ n, axis=1)
    kernel = 2 * np.sinh(y) / (smear * np.cosh(y)**3)
    return 1 - np.sum(w * kernel * G) / (2 * np.pi**2)


def field_of_moving_charge(n, velocity, tau):
    D = n - velocity * tau
    R = np.linalg.norm(D)
    v2 = velocity @ velocity
    return (1 - v2) * (n @ D) / R**3 / (1 - v2 + (velocity @ D / R)**2)**1.5


for angle in (0.0, 0.7, np.pi / 2, 2.4):
    n = np.array([np.sin(angle), 0, np.cos(angle)])
    for tau in (0.0, 0.01, 0.5):
        assert abs(field_from_cloud(n, u, tau)
                   - field_of_moving_charge(n, u, tau)) < 2e-3
    assert abs(field_from_cloud(n, u, 2.0) - 1) < 2e-3
cosines = directions[..., 2]
profile = (1 - 0.36) / (1 - 0.36 * (1 - cosines**2))**1.5
total_flux = np.sum(solid_angle * profile) / (4 * np.pi)
assert np.isclose(total_flux, 1, atol=1e-9)

# Survival exponent of the continuum of modes.
T = 7.0
real = quad(lambda k: np.exp(-k) * (1 - np.cos(k * T)) / k, 0, 40, limit=400)[0]
imag = quad(lambda k: np.exp(-k) * np.sin(k * T) / k, 0, 40, limit=400)[0]
assert np.isclose(real + 1j * imag, np.log(1 + 1j * T), atol=1e-7)


# Late-time power for a moving electron in the sector of another velocity.
def minus_log_survival(v, w, T):
    d = transverse_current(directions, v) - transverse_current(directions, w)
    kappa = 1 - directions @ v
    integrand = np.sum(d**2, axis=-1) * np.log1p((kappa * T)**2) / 2
    return alpha / (4 * np.pi**2) * np.sum(solid_angle * integrand)


slope = (minus_log_survival(oblique, u, 1e9)
         - minus_log_survival(oblique, u, 1e6)) / np.log(1e3)
assert np.isclose(slope, exponent_formula(oblique, u), rtol=1e-6)

# Mass distribution by explicit counting of independent Poisson photons on an
# energy grid, compared with the continuum law; a large exponent makes it visible.
A_big, step, bins = 0.3, 1e-3, 500
j = np.arange(1, bins + 1)
j_rate = A_big * np.exp(-j * step)
p = np.zeros(bins + 1)
p[0] = np.exp(A_big * np.log(-np.expm1(-step)))
all_j = np.arange(1, 40001)
assert np.isclose(p[0], np.exp(-np.sum(A_big * np.exp(-all_j * step) / all_j)))
for m in range(1, bins + 1):
    p[m] = j_rate[:m] @ p[m - 1::-1] / m
for m in (50, 200, 500):
    counted = p[:m + 1].sum()
    assert np.isclose(counted, gammainc(A_big, (m + 0.5) * step), rtol=2e-3)

# Worked example: electron of speed 0.6 stopped; Lambda = 1 keV.
Lambda = 1000.0
hbar_eVs = const.hbar / const.e
hbarc_eVm = hbar_eVs * const.c
print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"initial speed u = {u[2]:.1f} c, final speed v = {rest[2]:.1f} c")
print(f"ultraviolet scale Lambda = {Lambda:.0f} eV")
print(f"relative rapidity theta = {np.arctanh(u[2]):.6f} (dimensionless)")
print(f"infrared exponent A, formula = {A:.6e} (dimensionless)")
print(f"infrared exponent A, quadrature = {exponent_quadrature(rest, u):.6e} (dimensionless)")
for label, angle in (("along u", 0.0), ("across u", np.pi / 2)):
    n = np.array([np.sin(angle), 0, np.cos(angle)])
    print(f"far flux {label}, moving-charge law = {field_of_moving_charge(n, u, 0):.4f} e/(4 pi)")
    print(f"far flux {label}, from cloud = {field_from_cloud(n, u, 0):.4f} e/(4 pi)")
    print(f"field {label} after stop, t/r=0.01 = {field_from_cloud(n, u, 0.01):.4f} e/(4 pi)")
    print(f"field {label} after stop, t/r=2 = {field_from_cloud(n, u, 2):.4f} e/(4 pi)")
print(f"total flux = {total_flux:.6f} e")
for length in (1.0, 1e26):
    mu = hbarc_eVm / length
    N = A * exp1(mu / Lambda)
    print(f"infrared length {length:.0e} m: mu = {mu:.4e} eV")
    print(f"  cloud difference N = {N:.5f} photons")
    print(f"  overlap exp(-N/2) = {np.exp(-N / 2):.5f} (dimensionless)")
    print(f"  sharp-mass weight exp(-N) = {np.exp(-N):.5f} (dimensionless)")
    print(f"  pointer variance 1/(4N) = {1 / (4 * N):.3f} (dimensionless)")
half_log = (2 * np.log(2) / A + np.euler_gamma) / np.log(10)
print(f"overlap 1/2 needs log10(Lambda/mu) = {half_log:.1f} (dimensionless)")
pointer_log = (25 / A + np.euler_gamma) / np.log(10)
print(f"pointer variance 0.01 needs log10(Lambda/mu) = {pointer_log:.0f} (dimensionless)")
phase = Lambda * 1.0 / hbar_eVs
distance2 = 2 * A * np.log(phase)
print(f"Lambda t/hbar at t = 1 s: {phase:.4e} (dimensionless)")
print(f"squared cloud displacement at 1 s = {distance2:.5f} (dimensionless)")
print(f"survival modulus at 1 s = {np.exp(-distance2 / 2):.5f} (dimensionless)")
window = 1e-6
print(f"probability of excess mass below {window:.0e} eV = {gammainc(A, window / Lambda):.5f}")
median_log = (np.log(0.5) + gammaln(1 + A)) / A / np.log(10)
print(f"median excess mass: log10(E/Lambda) = {median_log:.1f} (dimensionless)")
print(f"counting test, exponent {A_big}: P(E < {(bins + 0.5) * step:.4f} Lambda) = {p.sum():.5f}")
print(f"continuum law for the same = {gammainc(A_big, (bins + 0.5) * step):.5f}")
print("every check passed")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
initial speed u = 0.6 c, final speed v = 0.0 c
ultraviolet scale Lambda = 1000 eV
relative rapidity theta = 0.693147 (dimensionless)
infrared exponent A, formula = 7.212136e-04 (dimensionless)
infrared exponent A, quadrature = 7.212136e-04 (dimensionless)
far flux along u, moving-charge law = 0.6400 e/(4 pi)
far flux along u, from cloud = 0.6401 e/(4 pi)
field along u after stop, t/r=0.01 = 0.6478 e/(4 pi)
field along u after stop, t/r=2 = 1.0000 e/(4 pi)
far flux across u, moving-charge law = 1.2500 e/(4 pi)
far flux across u, from cloud = 1.2499 e/(4 pi)
field across u after stop, t/r=0.01 = 1.2498 e/(4 pi)
field across u after stop, t/r=2 = 1.0000 e/(4 pi)
total flux = 1.000000 e
infrared length 1e+00 m: mu = 1.9733e-07 eV
  cloud difference N = 0.01570 photons
  overlap exp(-N/2) = 0.99218 (dimensionless)
  sharp-mass weight exp(-N) = 0.98442 (dimensionless)
  pointer variance 1/(4N) = 15.924 (dimensionless)
infrared length 1e+26 m: mu = 1.9733e-33 eV
  cloud difference N = 0.05888 photons
  overlap exp(-N/2) = 0.97099 (dimensionless)
  sharp-mass weight exp(-N) = 0.94282 (dimensionless)
  pointer variance 1/(4N) = 4.246 (dimensionless)
overlap 1/2 needs log10(Lambda/mu) = 835.0 (dimensionless)
pointer variance 0.01 needs log10(Lambda/mu) = 15055 (dimensionless)
Lambda t/hbar at t = 1 s: 1.5193e+18 (dimensionless)
squared cloud displacement at 1 s = 0.06039 (dimensionless)
survival modulus at 1 s = 0.97026 (dimensionless)
probability of excess mass below 1e-06 eV = 0.98558
median excess mass: log10(E/Lambda) = -417.6 (dimensionless)
counting test, exponent 0.3: P(E < 0.5005 Lambda) = 0.81403
continuum law for the same = 0.81398
every check passed
```
